# Correcting plane-wave force errors with one coarse response solve: a program that tests the result

```python
"""
Result under test: for a mean-field state converged in a coarse plane-wave space,
the force error is estimated by
    xi_high = -(G^2/2 + t)^(-1) r_high            (diagonal step)
    J_cc xi_low = -J_ch xi_high                   (one coarse response solve)
    dF_a = -integral of drho(xi_low + xi_high) * dV/dX_a.
For a fixed common shift t, dF_a is exactly minus the derivative of
    dE2 = -2 <r_high, (G^2/2 + t)^(-1) r_high>.
Symbols: r = residual H phi - phi Lambda, J = orbital Hessian, c/h = coarse and
high-frequency plane waves, X_a = well positions, rho = density.
The model is a 1D ring with Gaussian wells and doubly occupied real orbitals.
Real cosines and sines span the same space as the plane waves exp(iGx).
Internal units are atomic units; printed units are eV and angstrom.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
FORCE = HARTREE / BOHR

# Model parameters, chosen round in eV and angstrom
LENGTH_A, WIDTH_A, RANGE_A = 6.0, 0.2, 1.0
POSITIONS_A = np.array([1.0, 2.8, 5.1])
DEPTHS_EV = np.array([40.0, 45.0, 50.0])
REPULSION_EV, ATTRACTION_EV = 5.0, 3.0
N_ORB, N_REF, N_GRID = 3, 40, 256

length, width, reach = LENGTH_A / BOHR, WIDTH_A / BOHR, RANGE_A / BOHR
positions0 = POSITIONS_A / BOHR
depths = DEPTHS_EV / HARTREE
repulsion, attraction = REPULSION_EV / HARTREE, ATTRACTION_EV / HARTREE
rho_unit = BOHR  # one electron per angstrom, expressed per bohr

dx = length / N_GRID
x = dx * np.arange(N_GRID)
columns, freq = [np.full(N_GRID, np.sqrt(dx / length))], [0]
for n in range(1, N_REF + 1):
    for wave in (np.cos, np.sin):
        columns.append(np.sqrt(2 * dx / length) * wave(2 * np.pi * n * x / length))
        freq.append(n)
basis = np.array(columns).T
freq = np.array(freq)
kinetic = 0.5 * (2 * np.pi * freq / length) ** 2
g_grid = 2 * np.pi * np.arange(N_GRID // 2 + 1) / length
kernel = 2 * repulsion * reach / (1 + (g_grid * reach) ** 2)


def repel(density):
    return np.fft.irfft(kernel * np.fft.rfft(density), N_GRID)


def mean_field(density):
    return repel(density) - attraction * np.cbrt(density / rho_unit)


def wells(positions):
    """External potential and its derivative with respect to each position."""
    potential, slopes = np.zeros(N_GRID), []
    for centre, depth in zip(positions, depths):
        slope = np.zeros(N_GRID)
        for image in (-2, -1, 0, 1, 2):
            d = x - centre - image * length
            bump = -depth * np.exp(-0.5 * (d / width) ** 2)
            potential += bump
            slope += bump * d / width**2
        slopes.append(slope)
    return potential, np.array(slopes)


def density_of(phi):
    return 2 * np.sum((basis @ phi) ** 2, axis=1) / dx


def energy_of(phi, external):
    rho = density_of(phi)
    local = -0.75 * attraction * rho ** (4 / 3) / rho_unit ** (1 / 3)
    field = np.sum(rho * external + 0.5 * rho * repel(rho) + local) * dx
    return 2 * np.sum(kinetic[:, None] * phi**2) + field


def converge(positions, n_max):
    """Self-consistent state in the space of plane waves with index <= n_max."""
    external, slopes = wells(positions)
    size = 2 * n_max + 1
    small = basis[:, :size]
    rho = np.full(N_GRID, 2 * N_ORB / length)
    for _ in range(600):
        v = external + mean_field(rho)
        ham = np.diag(kinetic[:size]) + small.T @ (v[:, None] * small)
        levels, vectors = np.linalg.eigh(ham)
        phi = np.zeros((len(freq), N_ORB))
        phi[:size] = vectors[:, :N_ORB]
        change = density_of(phi) - rho
        if np.max(np.abs(change)) < 1e-12:
            break
        rho = rho + 0.5 * change
    else:
        raise AssertionError("self-consistency not reached")
    rho = density_of(phi)
    v = external + mean_field(rho)
    h_phi = kinetic[:, None] * phi + basis.T @ (v[:, None] * (basis @ phi))
    lam = phi.T @ h_phi
    return SimpleNamespace(
        phi=phi, psi=basis @ phi, rho=rho, v=v, lam=lam,
        residual=h_phi - phi @ lam, external=external, slopes=slopes,
        energy=energy_of(phi, external), forces=-slopes @ rho * dx,
        levels=levels, low=(freq <= n_max)[:, None].astype(float),
        kin_orb=np.sum(kinetic[:, None] * phi**2, axis=0))


def tangent(state, y):
    return y - state.phi @ (state.phi.T @ y)


def density_change(state, xi):
    return 4 * np.sum(state.psi * (basis @ xi), axis=1) / dx


def hessian(state, xi):
    drho = density_change(state, xi)
    dv = repel(drho) - attraction / 3 * drho / (
        state.rho ** (2 / 3) * rho_unit ** (1 / 3))
    fields = state.v[:, None] * (basis @ xi) + dv[:, None] * state.psi
    return tangent(state, kinetic[:, None] * xi + basis.T @ fields - xi @ state.lam)


def solve_hessian(state, rhs, keep):
    """Preconditioned conjugate gradients for J restricted to the kept waves."""
    diagonal = kinetic[:, None] + np.mean(state.kin_orb)
    sol, res = np.zeros_like(rhs), rhs.copy()
    z = tangent(state, res / diagonal)
    direction, rz = z.copy(), np.sum(res * z)
    for count in range(1, 401):
        image = keep * hessian(state, direction)
        curvature = np.sum(direction * image)
        assert curvature > 0, "orbital Hessian is not positive"
        step = rz / curvature
        sol += step * direction
        res -= step * image
        if np.linalg.norm(res) < 1e-10 * np.linalg.norm(rhs):
            return sol, count
        z = tangent(state, res / diagonal)
        rz_new = np.sum(res * z)
        direction = z + rz_new / rz * direction
        rz = rz_new
    raise AssertionError("conjugate gradients not converged")


def force_change(state, xi):
    return -state.slopes @ density_change(state, xi) * dx


def correction(state, shift):
    """High part, low part, and iteration count; shift is a number or per orbital."""
    high = -(1 - state.low) * state.residual / (kinetic[:, None] + shift)
    low, count = solve_hessian(state, -state.low * hessian(state, high), state.low)
    return high, low, count


def energy_correction(state, shift):
    r_high = (1 - state.low) * state.residual
    return -2 * np.sum(r_high**2 / (kinetic[:, None] + shift))


def orthonormalize(y):
    s, u = np.linalg.eigh(y.T @ y)
    return y @ (u / np.sqrt(s)) @ u.T


def rms(values):
    return np.sqrt(np.mean(np.asarray(values) ** 2))


# Reference state and its own convergence
ref = converge(positions0, N_REF)
ref_smaller = converge(positions0, 30)
ref_drift = np.max(np.abs(ref.forces - ref_smaller.forces)) * FORCE
assert ref_drift < 1e-6
gap = (ref.levels[N_ORB] - ref.levels[N_ORB - 1]) * HARTREE
assert gap > 0

# Gradient and Hessian against energies of displaced orthonormal orbitals
N_SHOW = 8
state = converge(positions0, N_SHOW)
assert np.max(np.abs(state.low * state.residual)) < 1e-9
rng = np.random.default_rng(4)
trial = tangent(state, rng.normal(size=state.phi.shape) / (1 + freq[:, None]))
trial /= np.linalg.norm(trial)
h = 1e-3
e_plus = energy_of(orthonormalize(state.phi + h * trial), state.external)
e_minus = energy_of(orthonormalize(state.phi - h * trial), state.external)
slope_fd = (e_plus - e_minus) / (2 * h)
curve_fd = (e_plus + e_minus - 2 * state.energy) / h**2
slope = 4 * np.sum(trial * state.residual)
curve = 4 * np.sum(trial * hessian(state, trial))
assert abs(slope - slope_fd) < 2e-5
assert abs(curve - curve_fd) < 1e-4 * abs(curve)

# Coarse forces and the gradient identity against displaced coarse calculations
shift = np.mean(state.kin_orb)
xi_high, xi_low, cg_count = correction(state, shift)
part_high, part_low = force_change(state, xi_high), force_change(state, xi_low)
total = part_high + part_low
force_fd, total_fd = np.zeros(3), np.zeros(3)
for a in range(3):
    for sign in (1, -1):
        moved = positions0.copy()
        moved[a] += sign * h
        other = converge(moved, N_SHOW)
        force_fd[a] -= sign * other.energy / (2 * h)
        total_fd[a] -= sign * energy_correction(other, shift) / (2 * h)
force_gap = np.max(np.abs(force_fd - state.forces)) * FORCE
identity_gap = np.max(np.abs(total_fd - total)) * FORCE
assert force_gap < 1e-3
assert identity_gap < 1e-3 * np.max(np.abs(total)) * FORCE

# Net forces: translation invariance
xi_h_orb, xi_l_orb, _ = correction(state, state.kin_orb)
net_coarse = np.sum(state.forces) * FORCE
net_full = np.sum(state.forces + total) * FORCE
net_high = np.sum(state.forces + part_high) * FORCE
net_orb = np.sum(state.forces + force_change(state, xi_h_orb + xi_l_orb)) * FORCE
assert abs(net_coarse) < 1e-6 and abs(net_full) < 1e-6

# Dependence on the cutoff
rows, energies, state_errors = [], [], []
projector_ref = ref.phi @ ref.phi.T
for n_max in (8, 10, 12, 14, 16):
    s = converge(positions0, n_max)
    t = np.mean(s.kin_orb)
    hi, lo, _ = correction(s, t)
    hi_o, lo_o, _ = correction(s, s.kin_orb)
    newton, _ = solve_hessian(s, -s.residual, np.ones_like(s.low))
    missing = ref.forces - s.forces
    rho_newton = density_of(orthonormalize(s.phi + newton))
    rows.append([rms(v) * FORCE for v in (
        missing,
        missing - force_change(s, hi),
        missing - force_change(s, hi + lo),
        missing - force_change(s, hi_o + lo_o),
        missing - force_change(s, newton),
        ref.forces + ref.slopes @ rho_newton * dx)])
    de = s.energy - ref.energy
    assert de > 0
    energies.append([de * HARTREE, (de + energy_correction(s, t)) * HARTREE])
    p = s.phi @ s.phi.T
    dp = s.phi @ newton.T + newton @ s.phi.T
    state_errors.append([np.linalg.norm(p - projector_ref),
                         np.linalg.norm(p + dp - projector_ref)])
rows, energies, state_errors = map(np.array, (rows, energies, state_errors))
cutoffs = 0.5 * (2 * np.pi * np.array([8, 10, 12, 14, 16]) / length) ** 2 * HARTREE
order = np.polyfit(np.log(state_errors[:, 0]), np.log(state_errors[:, 1]), 1)[0]
mean_ratio = np.exp(np.mean(np.log(rows / rows[:, :1]), axis=0))
assert np.all(rows[:, 2] < rows[:, 0])
assert mean_ratio[2] < 0.5 and mean_ratio[2] < mean_ratio[1]
assert np.all(np.abs(energies[:, 1]) < energies[:, 0])
assert 1.7 < order < 2.4

print(f"ring length {LENGTH_A} A, well width {WIDTH_A} A")
print("well positions (A):", POSITIONS_A)
print("well depths (eV):", DEPTHS_EV)
print(f"repulsion {REPULSION_EV} eV, range {RANGE_A} A")
print(f"attraction {ATTRACTION_EV} eV at 1 electron/A")
print(f"electrons {2 * N_ORB}, grid points {N_GRID}")
print(f"reference cutoff {kinetic[-1] * HARTREE:.1f} eV, gap {gap:.3f} eV")
print(f"reference force drift, index 30 to 40: {ref_drift:.1e} eV/A")
print(f"density range {ref.rho.min()/BOHR:.3f} to {ref.rho.max()/BOHR:.3f} 1/A")
print(f"EXAMPLE: coarse cutoff {cutoffs[0]:.1f} eV, {2*N_SHOW+1} waves")
print(f"common shift t = {shift * HARTREE:.3f} eV")
print("orbital kinetic energies (eV):", np.round(state.kin_orb * HARTREE, 3))
print(f"residual norm {np.linalg.norm(state.residual) * HARTREE:.4f} eV")
print(f"norms xi_high {np.linalg.norm(xi_high):.5f}, "
      f"xi_low {np.linalg.norm(xi_low):.5f}")
print(f"coarse-solve iterations {cg_count}")
print("forces (eV/A): coarse, high part, low part, corrected, reference")
for a in range(3):
    vals = np.array([state.forces[a], part_high[a], part_low[a],
                     state.forces[a] + total[a], ref.forces[a]]) * FORCE
    print(f" well {a + 1}:", " ".join(f"{v:10.5f}" for v in vals))
print(f"well 1 correction {total[0]:.6f} hartree/bohr")
print(f"slope test (hartree): {slope:.6f} vs {slope_fd:.6f}")
print(f"curvature test (hartree): {curve:.6f} vs {curve_fd:.6f}")
print(f"coarse force vs energy difference: {force_gap:.1e} eV/A")
print(f"correction vs -grad dE2: {identity_gap:.1e} eV/A")
print(f"net force, coarse {net_coarse:.1e}, corrected {net_full:.1e} eV/A")
print(f"net force, high part only {net_high:.5f} eV/A")
print(f"net force, orbital-dependent shift {net_orb:.5f} eV/A")
print("RMS force errors (eV/A): raw, high only, corrected,")
print("  orbital shifts, full Newton, Newton orthonormalized")
for c, row in zip(cutoffs, rows):
    print(f" {c:7.1f} eV:", " ".join(f"{v:.2e}" for v in row))
print("geometric mean of error/raw:", np.round(mean_ratio, 3))
print("corrected/raw by cutoff:", np.round(rows[:, 2] / rows[:, 0], 3))
print("energy errors (eV): raw, corrected")
for c, row in zip(cutoffs, energies):
    print(f" {c:7.1f} eV: {row[0]:.3e} {row[1]:.3e}")
print("density-matrix errors: raw, after full Newton")
for c, row in zip(cutoffs, state_errors):
    print(f" {c:7.1f} eV: {row[0]:.3e} {row[1]:.3e}")
print(f"fitted Newton order {order:.3f}")
print("finished without a failed check")
```

Running it gives:

```
ring length 6.0 A, well width 0.2 A
well positions (A): [1.  2.8 5.1]
well depths (eV): [40. 45. 50.]
repulsion 5.0 eV, range 1.0 A
attraction 3.0 eV at 1 electron/A
electrons 6, grid points 256
reference cutoff 6685.0 eV, gap 20.490 eV
reference force drift, index 30 to 40: 4.9e-12 eV/A
density range 0.089 to 2.741 1/A
EXAMPLE: coarse cutoff 267.4 eV, 17 waves
common shift t = 8.261 eV
orbital kinetic energies (eV): [8.086 7.717 8.981]
residual norm 7.6241 eV
norms xi_high 0.01914, xi_low 0.00248
coarse-solve iterations 12
forces (eV/A): coarse, high part, low part, corrected, reference
 well 1:   -0.71585    0.04248    0.01466   -0.65871   -0.65558
 well 2:    2.39594   -0.01022    0.00177    2.38749    2.38423
 well 3:   -1.68009   -0.02990   -0.01880   -1.72879   -1.72865
well 1 correction 0.001111 hartree/bohr
slope test (hartree): 0.068696 vs 0.068696
curvature test (hartree): 47.890747 vs 47.890728
coarse force vs energy difference: 5.3e-07 eV/A
correction vs -grad dE2: 3.0e-07 eV/A
net force, coarse -5.5e-14, corrected -1.9e-11 eV/A
net force, high part only 0.00236 eV/A
net force, orbital-dependent shift -0.00007 eV/A
RMS force errors (eV/A): raw, high only, corrected,
  orbital shifts, full Newton, Newton orthonormalized
   267.4 eV: 4.52e-02 1.49e-02 2.61e-03 3.18e-03 8.62e-05 1.16e-04
   417.8 eV: 1.55e-02 5.11e-03 5.09e-04 5.41e-04 7.87e-05 1.51e-06
   601.6 eV: 1.20e-03 1.56e-04 4.66e-05 5.21e-05 5.11e-06 2.73e-07
   818.9 eV: 2.28e-04 9.32e-05 3.52e-06 4.60e-06 7.99e-07 3.77e-08
  1069.6 eV: 7.71e-05 2.65e-05 8.59e-07 9.56e-07 6.37e-08 4.19e-09
geometric mean of error/raw: [1.    0.288 0.026 0.031 0.003 0.   ]
corrected/raw by cutoff: [0.058 0.033 0.039 0.015 0.011]
energy errors (eV): raw, corrected
   267.4 eV: 2.942e-01 7.632e-03
   417.8 eV: 5.585e-02 1.007e-03
   601.6 eV: 7.587e-03 8.459e-05
   818.9 eV: 1.011e-03 9.122e-06
  1069.6 eV: 1.265e-04 8.584e-07
density-matrix errors: raw, after full Newton
   267.4 eV: 2.798e-02 3.826e-04
   417.8 eV: 1.012e-02 4.876e-05
   601.6 eV: 3.155e-03 4.847e-06
   818.9 eV: 1.007e-03 4.688e-07
  1069.6 eV: 3.160e-04 5.186e-08
fitted Newton order 1.992
finished without a failed check
```
